**Spin-mixing conductance at a free-electron Stoner interface**

The real part of the mixing conductance G_mix equals the mean of the two spin conductances plus a non-negative term, half the summed squared difference of the spin-up and spin-down reflection amplitudes, in units of e²/h. Here g is a conductance divided by the per-spin Sharvin value, and w = Δ/(2E_F) compares the exchange splitting Δ with the Fermi energy E_F. The program asserts the identity for 200 pairs of random flux-conserving scatterers and compares step, ramp and slab reflection amplitudes with a discretized Schrödinger equation. It also asserts that the closed forms agree with channel integrals for six values of w from 0.05 to 1, and it checks the weak- and strong-exchange laws. For rough sodium-like parameters with w = 0.25, the output gives g_mix = 0.996 + 0.059i, while the mean spin conductance is 0.837. The real part approaches the Sharvin value for weak exchange, falls toward zero for very strong exchange, and can exceed the Sharvin value when the bands are placed unequally. Among the neglected effects sized by the program, the drift correction for a diffusive metal is the largest and nearly doubles the conductance.

## Verification by program

```python
"""Spin-mixing conductance of a normal metal / ferromagnet interface.

Result under test, with r_s the reflection and t_s the transmission matrices:
  G_mix = (e^2/h) sum_nm [delta_nm - r_up_nm conj(r_down_nm)]
  Re G_mix = (G_up + G_down)/2 + (e^2/2h) sum_nm |r_up_nm - r_down_nm|^2
and its closed form for a sharp free-electron Stoner step.
Symbols: c = (normal wave number / k_F)^2, uniform on (0,1) over channels;
w_s = -(potential of spin s in the ferromagnet)/E_F; w = Delta/(2 E_F);
g = conductance / per-spin Sharvin conductance. Lengths in the scattering
routines are in units of 1/k_F and energies in units of E_F.
"""
import numpy as np
from scipy import constants as const
from scipy.stats import unitary_group

NODES, WEIGHTS = np.polynomial.legendre.leggauss(600)


def channel_average(function, thresholds=()):
    """Average over c; the sine substitution removes square-root endpoints."""
    edges = [0.0] + sorted({x for x in thresholds if 0 < x < 1}) + [1.0]
    angle = (NODES + 1) * np.pi / 4
    total = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        c = low + (high - low) * np.sin(angle)**2
        jacobian = (high - low) * np.sin(2 * angle) * np.pi / 4
        total = total + np.sum(WEIGHTS * jacobian * function(c))
    return total


def step_reflection(c, w_s, mass=1.0):
    k = np.sqrt(c)
    k_f = np.sqrt(mass * (1 + w_s) - 1 + c + 0j)
    return (k - k_f / mass) / (k + k_f / mass)


def mixing(w_up, w_down, mass=1.0):
    limits = [1 - mass * (1 + x) for x in (w_up, w_down)]
    return channel_average(
        lambda c: 1 - step_reflection(c, w_up, mass)
        * np.conj(step_reflection(c, w_down, mass)), limits)


def spin_conductance(w_s):
    """From the transmitted flux, not from the reflection."""
    def flux(c):
        k, k_f = np.sqrt(c), np.sqrt(c + w_s + 0j)
        return k_f.real / k * abs(2 * k / (k + k_f))**2
    return channel_average(flux, [-w_s])


def closed_forms(w):
    p, m = np.sqrt(1 + w), np.sqrt(1 - w)
    real = (4 * (1 - p**3) * (1 - m**3) / (3 * w**2)
            + ((2 + w) * p - (2 - w) * m) / w - w * np.log((1 + p) / (1 + m)))
    imag = w * (np.pi / 2 - 4 / 3)
    up = 8 * (p**3 - 1) / (3 * w**2) - 4 / w
    down = 8 * (m**3 - 1) / (3 * w**2) + 4 / w - 4 * w / 3
    return real, imag, up, down


def layered_reflection(c, layers, thickness, last_w):
    """Carry psi'/(i psi) from the far side back through uniform layers."""
    ratio = np.sqrt(c + last_w + 0j)
    for w_layer in reversed(layers):
        k = np.sqrt(c + w_layer + 0j)
        tangent = np.tan(k * thickness)
        ratio = k * (ratio - 1j * k * tangent) / (k - 1j * ratio * tangent)
    return (np.sqrt(c) - ratio) / (np.sqrt(c) + ratio)


def lattice_reflection(c, potential, spacing, front):
    """Finite-difference Schroedinger equation with open ends."""
    q_left = np.arccos(1 - spacing**2 * c / 2)
    q_right = np.arccos(1 - spacing**2 * (c - potential[-1]) / 2 + 0j)
    if q_right.imag < 0:
        q_right = -q_right
    size = len(potential)
    matrix = np.diag(2 + spacing**2 * (potential - c)).astype(complex)
    matrix -= np.eye(size, k=1) + np.eye(size, k=-1)
    matrix[0, 0] -= np.exp(1j * q_left)
    matrix[-1, -1] -= np.exp(1j * q_right)
    source = np.zeros(size, complex)
    source[0] = np.exp(-1j * q_left) - np.exp(1j * q_left)
    psi = np.linalg.solve(matrix, source)
    return (psi[0] - 1) * np.exp(-2j * q_left * front)


# General identity and inequality with random flux-conserving scatterers.
rng = np.random.default_rng(7)
smallest_excess = np.inf
for _ in range(200):
    s_up = unitary_group.rvs(7, random_state=rng)
    s_down = unitary_group.rvs(7, random_state=rng)
    r_up, r_down = s_up[:4, :4], s_down[:4, :4]
    mixed = 4 - np.sum(r_up * r_down.conj())
    mean_g = (np.sum(abs(s_up[4:, :4])**2)
              + np.sum(abs(s_down[4:, :4])**2)) / 2
    excess = mixed.real - mean_g
    assert abs(excess - np.sum(abs(r_up - r_down)**2) / 2) < 1e-11
    assert excess >= 0
    smallest_excess = min(smallest_excess, excess)

# Step, ramp and slab amplitudes against the discretized wave equation.
spacing = 0.01
zeros = np.zeros(10)
for c in (0.1, 0.6, 0.95):
    for w_s in (0.25, -0.25):
        wall = np.concatenate([zeros, np.full(10, -w_s)])
        assert abs(lattice_reflection(c, wall, spacing, 9.5)
                   - step_reflection(c, w_s)) < 1e-4
        rise = (np.arange(180) + 0.5) / 180
        wall = np.concatenate([zeros, -w_s * rise, np.full(10, -w_s)])
        slices = list(w_s * (np.arange(40) + 0.5) / 40)
        assert abs(lattice_reflection(c, wall, spacing, 9.5)
                   - layered_reflection(c, slices, 1.8 / 40, w_s)) < 1e-3
        wall = np.concatenate([zeros, np.full(300, -w_s), zeros])
        assert abs(lattice_reflection(c, wall, spacing, 9.5)
                   - layered_reflection(c, [w_s], 3.0, 0.0)) < 1e-3

# Closed forms against integration of the defining amplitudes.
for w in (0.05, 0.1, 0.25, 0.5, 0.75, 1.0):
    real, imag, up, down = closed_forms(w)
    numeric = mixing(w, -w)
    assert abs(numeric - (real + 1j * imag)) < 1e-8
    assert abs(spin_conductance(w) - up) < 1e-8
    assert abs(spin_conductance(-w) - down) < 1e-8

# Small-exchange laws, from integration only.
w = 0.05
small_mix = mixing(w, -w)
small_mean = (spin_conductance(w) + spin_conductance(-w)) / 2
real_coefficient = (1 - small_mix.real) / w**2
mean_coefficient = (1 - small_mean) / w
assert abs(real_coefficient - 1 / 16) < 1e-3
assert abs(mean_coefficient - 2 / 3) < 0.005

# Strong exchange: reflection becomes equal for the two spins.
strong = mixing(1e4, -1e4)
assert abs(strong.real / (4 / (3 * 100)) - 1) < 0.03
assert abs(strong.imag / (4 / (3 * 100)) - 1) < 0.03

# Inequality and Sharvin bound for many unequal band alignments.
for w_up in (-0.6, -0.1, 0.2, 1.0, 5.0):
    for w_down in (-2.0, -0.5, -0.1, 0.3, 3.0):
        value = mixing(w_up, w_down)
        g_up, g_down = spin_conductance(w_up), spin_conductance(w_down)
        assert value.real >= (g_up + g_down) / 2 - 1e-10
        assert abs(value - 1) <= np.sqrt((1 - g_up) * (1 - g_down)) + 1e-10
overshoot = mixing(5.0, -0.1)
assert overshoot.real > 1

# Worked example: rough sodium Fermi energy, rough 3d exchange splitting.
fermi_ev, exchange_ev = 3.2, 1.6
w = exchange_ev / (2 * fermi_ev)
k_fermi = np.sqrt(2 * const.m_e * fermi_ev * const.e) / const.hbar * 1e-9
k_up, k_down = k_fermi * np.sqrt(1 + w), k_fermi * np.sqrt(1 - w)
density = k_fermi**2 / (4 * np.pi)
box = 100.0
index = np.arange(-200, 201)
inside = (index[:, None]**2 + index[None, :]**2) < (k_fermi * box
                                                     / (2 * np.pi))**2
counted_density = np.sum(inside) / box**2
assert abs(counted_density / density - 1) < 5e-3
quantum = const.e**2 / const.h
sharvin = quantum * density * 1e18

g_mix = mixing(w, -w)
g_up, g_down = spin_conductance(w), spin_conductance(-w)
g_mean = (g_up + g_down) / 2
difference = channel_average(
    lambda c: abs(step_reflection(c, w) - step_reflection(c, -w))**2 / 2, [w])
assert abs(g_mix.real - g_mean - difference) < 1e-9
bound = np.sqrt((1 - g_up) * (1 - g_down))

# The imaginary part comes only from channels closed to down spin.
closed_part = w * channel_average(
    lambda y: -(step_reflection(w * y, w)
                * np.conj(step_reflection(w * y, -w))).imag)
assert abs(closed_part - g_mix.imag) < 1e-9

# Effects left out of the model, sized for the same numbers.
offset_1 = mixing(w + 1 / fermi_ev, -w + 1 / fermi_ev)
offset_5 = mixing(w + 5 / fermi_ev, -w + 5 / fermi_ev)
heavy = mixing(w, -w, mass=2.0)
ramp_nm, slab_nm, temperature = 0.2, 5.0, 300.0
fractions = (np.arange(40) + 0.5) / 40
ramp = channel_average(
    lambda c: 1 - layered_reflection(c, list(w * fractions),
                                     k_fermi * ramp_nm / 40, w)
    * np.conj(layered_reflection(c, list(-w * fractions),
                                 k_fermi * ramp_nm / 40, -w)), [w])
slab = channel_average(
    lambda c: 1 - layered_reflection(c, [w], k_fermi * slab_nm, 0.0)
    * np.conj(layered_reflection(c, [-w], k_fermi * slab_nm, 0.0)), [w])
thermal_ev = const.k * temperature / const.e
u = np.linspace(-25, 25, 2001)
thermal_weight = 1 / np.cosh(u / 2)**2
thermal_weight /= thermal_weight.sum()
energy = fermi_ev + thermal_ev * u
hot = np.sum(thermal_weight * energy
             * closed_forms(exchange_ev / (2 * energy))[0])
thermal_change = hot / (fermi_ev * g_mix.real) - 1
spin_in = 1.0
spin_out = channel_average(
    lambda c: step_reflection(c, w) * np.conj(step_reflection(c, -w)), [w])
drift = (spin_in - spin_out) / ((spin_in + spin_out) / 2)
assert abs(drift - 1 / (1 / g_mix - 0.5)) < 1e-9


def show(label, value, unit="", digits=5):
    if isinstance(value, (complex, np.complexfloating)):
        text = f"{value.real:.{digits}f} {value.imag:+.{digits}f} i"
    else:
        text = f"{value:.{digits}f}"
    print(f"{label}: {text} {unit}".rstrip())


show("random scatterers, smallest excess", smallest_excess, "e^2/h", 3)
show("Fermi energy (rough, sodium)", fermi_ev, "eV", 1)
show("exchange splitting (rough, 3d)", exchange_ev, "eV", 1)
show("w = Delta/(2 E_F)", w, "", 3)
show("k_F normal metal", k_fermi, "1/nm", 3)
show("k_F up in ferromagnet", k_up, "1/nm", 3)
show("k_F down in ferromagnet", k_down, "1/nm", 3)
show("precession length pi/(k_up-k_down)", np.pi / (k_up - k_down), "nm", 3)
for c in (1.0, 0.1):
    show(f"r_up at c={c}", complex(step_reflection(c, w)))
    show(f"r_down at c={c}", complex(step_reflection(c, -w)))
show("channels per spin, k_F^2/4pi", density, "1/nm^2", 4)
show("channels counted in 100 nm box", counted_density, "1/nm^2", 4)
show("Sharvin conductance per spin", sharvin / 1e14, "1e14 S/m^2", 4)
show("g_up", g_up)
show("g_down", g_down)
show("mean (g_up+g_down)/2", g_mean)
show("half mean |r_up-r_down|^2", difference)
show("g_mix", g_mix)
show("bound on |g_mix-1|", bound)
show("actual |g_mix-1|", abs(g_mix - 1))
show("G_mix", g_mix * sharvin / 1e14, "1e14 S/m^2", 4)
show("G_mix in channels", g_mix * density, "e^2/h per nm^2", 4)
show("mean spin conductance", g_mean * sharvin / 1e14, "1e14 S/m^2", 4)
show("(1-Re g_mix)/w^2 at w=0.05", real_coefficient)
show("(1-mean g)/w at w=0.05", mean_coefficient)
for x in (0.05, 0.1, 0.5, 0.75, 1.0, 4.0, 100.0, 1e4):
    average = (spin_conductance(x) + spin_conductance(-x)) / 2
    show(f"w={x:g}: mean g={average:.5f}, g_mix", mixing(x, -x))
show("overshoot, w_up=5, w_down=-0.1: g_mix", overshoot)
show("ferromagnet bands 1 eV deeper: g_mix", offset_1)
show("ferromagnet bands 5 eV deeper: g_mix", offset_5)
show("mass 2 in ferromagnet: g_mix", heavy)
show("0.2 nm linear ramp: g_mix", ramp)
show("5 nm slab between leads: g_mix", slab)
print(f"300 K, relative change of Re G_mix: {thermal_change:.2e}")
show("drift-corrected g_eff", drift)
show("drift-corrected G_eff", drift * sharvin / 1e14, "1e14 S/m^2", 4)
print("every check passed")
```

It prints:

```
random scatterers, smallest excess: 1.242 e^2/h
Fermi energy (rough, sodium): 3.2 eV
exchange splitting (rough, 3d): 1.6 eV
w = Delta/(2 E_F): 0.250
k_F normal metal: 9.165 1/nm
k_F up in ferromagnet: 10.246 1/nm
k_F down in ferromagnet: 7.937 1/nm
precession length pi/(k_up-k_down): 1.360 nm
r_up at c=1.0: -0.05573 +0.00000 i
r_down at c=1.0: 0.07180 +0.00000 i
r_up at c=0.1: -0.30334 +0.00000 i
r_down at c=0.1: -0.20000 -0.97980 i
channels per spin, k_F^2/4pi: 6.6837 1/nm^2
channels counted in 100 nm box: 6.6833 1/nm^2
Sharvin conductance per spin: 2.5893 1e14 S/m^2
g_up: 0.96181
g_down: 0.71281
mean (g_up+g_down)/2: 0.83731
half mean |r_up-r_down|^2: 0.15875
g_mix: 0.99606 +0.05937 i
bound on |g_mix-1|: 0.10472
actual |g_mix-1|: 0.05950
G_mix: 2.5791 +0.1537 i 1e14 S/m^2
G_mix in channels: 6.6574 +0.3968 i e^2/h per nm^2
mean spin conductance: 2.1681 1e14 S/m^2
(1-Re g_mix)/w^2 at w=0.05: 0.06252
(1-mean g)/w at w=0.05: 0.66354
w=0.05: mean g=0.96682, g_mix: 0.99984 +0.01187 i
w=0.1: mean g=0.93396, g_mix: 0.99937 +0.02375 i
w=0.5: mean g=0.68358, g_mix: 0.98384 +0.11873 i
w=0.75: mean g=0.54304, g_mix: 0.96173 +0.17810 i
w=1: mean g=0.43790, g_mix: 0.92336 +0.23746 i
w=4: mean g=0.34836, g_mix: 0.58089 +0.30325 i
w=100: mean g=0.11520, g_mix: 0.13226 +0.11453 i
w=10000: mean g=0.01314, g_mix: 0.01333 +0.01313 i
overshoot, w_up=5, w_down=-0.1: g_mix: 1.04574 +0.06494 i
ferromagnet bands 1 eV deeper: g_mix: 0.97528 +0.00000 i
ferromagnet bands 5 eV deeper: g_mix: 0.83036 +0.00000 i
mass 2 in ferromagnet: g_mix: 0.97613 +0.00000 i
0.2 nm linear ramp: g_mix: 0.98786 +0.05229 i
5 nm slab between leads: g_mix: 0.99085 +0.05520 i
300 K, relative change of Re G_mix: -8.85e-07
drift-corrected g_eff: 1.97043 +0.23478 i
drift-corrected G_eff: 5.1020 +0.6079 i 1e14 S/m^2
every check passed
```
